# Breit–Wigner Transmission through a Single Oxide Trap

**Q.** An electron crosses a gate oxide by way of a trap. It must tunnel into the trap and then out again, and each tunnelling step is improbable. Surely the product of two small numbers is smaller still. How could the transmission ever be large?

**A.** Multiplying probabilities discards the phase of the waves, so let us keep the amplitudes. Take one electron, one localised state \(|d\rangle\) of energy \(\varepsilon_d\), and two contacts \(\alpha=L,R\) with eigenstates \(|\alpha k\rangle\) of energy \(\varepsilon_{\alpha k}\). The trap is joined to them by \(V_{\alpha k}=\langle\alpha k|H|d\rangle\). I assume elastic, phase-coherent motion, no Coulomb interaction on the trap, and no path between the contacts that avoids it.

Let the incoming state be \(|Lp\rangle\), with \(E=\varepsilon_{Lp}\). The Schrödinger equation gives

\[
(E-\varepsilon_{\alpha k})c_{\alpha k}=V_{\alpha k}c_d,\qquad
(E-\varepsilon_d)c_d=\sum_{\alpha k}V_{\alpha k}^*c_{\alpha k}.
\]

The first equation is solved by the incoming state plus a wave emitted by the trap:

\[
c_{\alpha k}=\delta_{\alpha k,Lp}+\frac{V_{\alpha k}c_d}{E-\varepsilon_{\alpha k}+i0}.
\]

The sign of \(i0\) makes the emitted wave travel outwards. Inserting this in the second equation gives

\[
c_d=G\,V_{Lp}^*,\qquad G=\frac{1}{E-\varepsilon_d-\Sigma},\qquad
\Sigma=\sum_{\alpha k}\frac{|V_{\alpha k}|^2}{E-\varepsilon_{\alpha k}+i0}.
\]

Since \(1/(x+i0)=\mathrm{P}(1/x)-i\pi\delta(x)\), where P denotes the principal value, \(\Sigma=\Lambda-i\Gamma/2\). Here \(\Lambda\) is a real level shift, \(\Gamma=\Gamma_L+\Gamma_R\), and

\[
\Gamma_\alpha(E)=2\pi\sum_k|V_{\alpha k}|^2\delta(E-\varepsilon_{\alpha k}).
\]

Weak coupling makes \(V\) small, but it also makes \(\Gamma\) small, and \(\Gamma\) limits the denominator of \(c_d\). The trap amplitude can therefore build up.

**Q.** A large amplitude on the trap is not yet a transmission. What leaves into the right contact?

**A.** Use the time-dependent equation \(i\hbar\dot c_{Rq}=\varepsilon_{Rq}c_{Rq}+V_{Rq}c_d\). The real energy term drops out of the rate of change of \(|c_{Rq}|^2\), and the coupling supplies

\[
2\,\mathrm{Re}\!\left(-\frac{i}{\hbar}c_{Rq}^*V_{Rq}c_d\right)
=\frac{2}{\hbar}\,\mathrm{Im}(c_{Rq}^*V_{Rq}c_d).
\]

In the stationary state this supply is balanced by flow to the far end of the contact. Insert \(c_{Rq}^*=V_{Rq}^*c_d^*/(E-\varepsilon_{Rq}-i0)\), whose denominator has \(\mathrm{Im}[1/(x-i0)]=+\pi\delta(x)\), and sum over \(q\):

\[
J_R=\frac{2\pi}{\hbar}|c_d|^2\sum_q|V_{Rq}|^2\delta(E-\varepsilon_{Rq})
=\frac{\Gamma_R}{\hbar}|c_d|^2 .
\]

Now sum over the incoming states per unit energy:

\[
\sum_p\delta(E-\varepsilon_{Lp})J_R
=\frac{\Gamma_R}{\hbar}|G|^2\sum_p|V_{Lp}|^2\delta(E-\varepsilon_{Lp})
=\frac{\Gamma_L\Gamma_R|G|^2}{2\pi\hbar}.
\]

**Q.** That is a flow per unit energy. What do you divide it by?

**A.** By the flow that arrives. Far inside a contact of length \(\ell\), an eigenstate of one channel is a standing wave \(\sqrt{2/\ell}\cos(kx+\delta)\), with \(x\) measured away from the trap. Its incoming half has amplitude \(1/\sqrt{2\ell}\) and carries the flux \(v/(2\ell)\), where \(v\) is the velocity. Allowed wave numbers are spaced by \(\pi/\ell\), so there are \(\rho=\ell/(\pi\hbar v)\) states per unit energy. The arriving flow is the product, \(1/(2\pi\hbar)\) per unit energy. Division gives the Breit–Wigner formula

\[
T(E)=\Gamma_L\Gamma_R|G|^2=
\frac{\Gamma_L\Gamma_R}{(E-\varepsilon_d-\Lambda)^2+\Gamma^2/4}.
\]

The quantities \(\Gamma_\alpha\) and \(\Lambda\) still depend on \(E\); no narrow-resonance approximation has been made.

**Q.** Nothing in that expression obviously stops \(T\) from exceeding one. And where does equality of the couplings enter?

**A.** Both questions are answered by subtracting \(T\) from one. Because \(\Gamma^2/4-\Gamma_L\Gamma_R=(\Gamma_L-\Gamma_R)^2/4\),

\[
1-T=\frac{(E-\varepsilon_d-\Lambda)^2+(\Gamma_L-\Gamma_R)^2/4}
{(E-\varepsilon_d-\Lambda)^2+\Gamma^2/4}\ \ge 0 .
\]

The numerator is a sum of two squares, and it vanishes only if both do. Thus \(T=1\) if and only if

\[
E=\varepsilon_d+\Lambda(E)\quad\text{and}\quad \Gamma_L(E)=\Gamma_R(E)>0 .
\]

This proves unit resonant transmission for equal couplings, however weak they are. The equality is required at the resonance energy. If the widths differ there, the transmission at resonance is \(4\Gamma_L\Gamma_R/\Gamma^2\). For \(\Gamma_L\gg\Gamma_R\) this tends to \(4\Gamma_R/\Gamma_L\), so strengthening the better coupling alone lowers it.

**Q.** The algebra is clear, but the left barrier reflects almost everything. Where does the reflected wave go?

**A.** It is cancelled by the wave that the trap emits back to the left. For one left channel, the emitted wave far from the trap is

\[
c_d\int d\varepsilon\,\rho V\,
\frac{\sqrt{2/\ell}\,\cos(kx+\delta)}{E-\varepsilon+i0}.
\]

Split the cosine into exponentials. As \(x\to\infty\), the part with \(e^{-ikx}\) gives nothing, because its contour closes in the lower half-plane and the pole lies in the upper one. The part with \(e^{ikx}\) gives \(-2\pi i\) times its smooth factor at \(\varepsilon=E\). Relative to the outgoing half of the original standing wave, the total outgoing amplitude is

\[
r=1-2\pi i\rho|V|^2G=1-i\Gamma_LG .
\]

At resonance \(G=1/(i\Gamma/2)=-2i/\Gamma\), hence

\[
r=1-\frac{2\Gamma_L}{\Gamma}=\frac{\Gamma_R-\Gamma_L}{\Gamma}.
\]

The 1 is the reflection from a contact cut off from the trap. Equal widths make the emitted wave just strong enough to cancel it.

**Q.** A real contact has many channels. Might each of them be transmitted perfectly?

**A.** No. The sum in \(\Gamma_L\) already runs over all left channels, so the bound applies to the transmission summed over them. The trap responds to one combination of incoming channels, the one weighted by their couplings. Any combination orthogonal to it gives \(c_d=0\) and is reflected.

As an example, join the trap to three identical chains, two on the left with end couplings 0.3 and 0.4 and one on the right with 0.5, in units of the chain hopping. Widths are proportional to the squares: 0.09, 0.16 and 0.25. The left total equals the right width. At resonance the first left chain transmits \(4(0.09)(0.25)/(0.50)^2=0.36\) and the second \(4(0.16)(0.25)/(0.50)^2=0.64\). The sum is one, although the arrangement has no mirror symmetry.

**Q.** You excluded any path around the trap. In an oxide there is also direct tunnelling. Does that not ruin the formula?

**A.** In three dimensions a bypass would add an interfering amplitude, and the formula would need changing. In a one-dimensional chain with nearest-neighbour hopping, every path passes through the trap site. The oxide sites on each side can be counted as part of that contact, and the formula then includes direct tunnelling.

Let the hopping be \(-t\) and the spacing \(a\). Contact sites have energy \(2t\), which puts the band bottom at zero, and oxide sites have \(2t+U\). At energy \(0<E<U\),

\[
E=2t-2t\cos ka=2t+U-2t\cosh\kappa a .
\]

Number the last contact site on the left 0, the oxide sites \(1\) to \(N\), and the trap site \(N+1\). A wave leaving the trap to the left is \(\psi_n=e^{-ikan}\) for \(n\le0\). The equation at site 0 extends it to \(\psi_1=e^{-ika}\), and the oxide equations carry it on to \(\psi_{N+1}\). For trap amplitude \(c_d\), the neighbouring oxide site has the emitted amplitude \(c_d\psi_N/\psi_{N+1}\). The left part of the self-energy is therefore

\[
\Sigma_L=-t\,\frac{\psi_N}{\psi_{N+1}},\qquad
\Gamma_L=-2\,\mathrm{Im}\,\Sigma_L
=\frac{2t\,\mathrm{Im}(\psi_N\psi_{N+1}^*)}{|\psi_{N+1}|^2}.
\]

The site equations have the form \(\psi_{n+1}=b_n\psi_n-\psi_{n-1}\) with real \(b_n\), so \(\mathrm{Im}(\psi_n\psi_{n+1}^*)=\mathrm{Im}(\psi_{n-1}\psi_n^*)\). This is current conservation. The value at \(n=0\) is \(\mathrm{Im}\,e^{ika}=\sin ka\), and so \(\Gamma_L=2t\sin ka/|\psi_{N+1}|^2\).

**Q.** Where is the familiar exponential dependence on distance?

**A.** It is in \(\psi_{N+1}\). In the oxide \(\psi_n=Ae^{\kappa an}+Be^{-\kappa an}\). Matching \(\psi_0=1\) and \(\psi_1=e^{-ika}\) gives

\[
A=\frac{e^{-ika}-e^{-\kappa a}}{2\sinh\kappa a},\qquad
|A|^2=\frac{2e^{-\kappa a}(\cosh\kappa a-\cos ka)}{4\sinh^2\kappa a}
=\frac{U e^{-\kappa a}}{4t\sinh^2\kappa a}.
\]

The last step uses \(2t(\cosh\kappa a-\cos ka)=U\), from the two expressions for \(E\). For thick oxide the growing term dominates, so \(|\psi_{N+1}|^2\approx|A|^2e^{2\kappa a(N+1)}\) and

\[
\Gamma_L\approx\frac{8t^2\sin ka\,\sinh^2\kappa a}{U}\,e^{-2\kappa x_L},
\qquad x_L=(N+\tfrac12)a .
\]

The length \(x_L\) runs from the trap to the interface, taken midway between the last contact site and the first oxide site. The right side is the same with \(x_R\).

**Q.** Put numbers in.

**A.** Take a model with mass \(0.2\,m_e\) throughout, \(a=0.1\) nm, \(U=2\) eV, a 4.1 nm oxide and a trap level at 1 eV. These values are illustrative and are not fitted to a particular oxide. Then \(t=\hbar^2/(2ma^2)=19.05\) eV, \(k=2.296\) nm⁻¹ and \(\kappa=2.286\) nm⁻¹. For a central trap \(x_L=x_R=2.05\) nm. With \(\sin ka=0.2276\) and \(\sinh\kappa a=0.2306\), the prefactor is 17.57 eV and the exponential is \(8.50\times10^{-5}\). Their product is \(\Gamma_L=\Gamma_R=1.49\) meV.

**Q.** Then the resonance is \(2\times1.49\approx3.0\) meV wide?

**A.** It is narrower, because \(\Lambda\) varies with energy. Near the resonance energy \(E_r\),

\[
E-\varepsilon_d-\Lambda(E)\approx\frac{E-E_r}{Z},\qquad
Z=\frac{1}{1-\Lambda'(E_r)} .
\]

Multiplying numerator and denominator of \(T\) by \(Z^2\) gives a Lorentzian with reduced widths \(\gamma_\alpha=Z\Gamma_\alpha(E_r)\) and \(\gamma=\gamma_L+\gamma_R\):

\[
T\approx\frac{\gamma_L\gamma_R}{(E-E_r)^2+\gamma^2/4}.
\]

For thick oxide \(\psi_N/\psi_{N+1}\to e^{-\kappa a}\), hence \(\Lambda\approx-2te^{-\kappa a}\). Let the trap site lie \(w\) below the oxide sites, \(\varepsilon_d=2t+U-w\). The level condition \(E=\varepsilon_d+\Lambda\) becomes \(w=2t\cosh\kappa a-2te^{-\kappa a}=2t\sinh\kappa a\), which is 8.79 eV here. Using \(dE/d\kappa=-2ta\sinh\kappa a\),

\[
\Lambda'=\frac{2tae^{-\kappa a}}{-2ta\sinh\kappa a}
=-\frac{e^{-\kappa a}}{\sinh\kappa a},\qquad
Z=\frac{\sinh\kappa a}{\sinh\kappa a+e^{-\kappa a}}=\tanh\kappa a .
\]

This is also the weight of the bound state on the trap site. Its amplitude falls as \(e^{-\kappa a|n|}\) with the number \(n\) of sites from the trap, and \(1/\sum_n e^{-2\kappa a|n|}=\tanh\kappa a\). Here \(Z=0.225\): most of the state is spread over the surrounding oxide sites. Thus \(\gamma_L=\gamma_R=0.336\) meV, and the full width at half maximum is 0.671 meV. The split into \(\Gamma\) and \(Z\) depends on the site spacing: with \(a\approx0.05\) nm and the same thickness, \(\Gamma_L=2.89\) meV and \(Z=0.115\). Their product hardly changes; the full width becomes 0.668 meV, and about 0.667 meV for still finer spacing. The peak transmission remains one, since \(Z\) cancels from \(4\gamma_L\gamma_R/\gamma^2\).

For comparison, I removed the trap and stepped the wave equation site by site from an outgoing wave on the right. At the same energy the transmission is \(2.9\times10^{-8}\).

**Q.** No one places a defect exactly at the centre. How fragile is the unit peak?

**A.** Write \(u=\kappa(x_L-x_R)\). In thick oxide \(\Gamma_L/\Gamma_R=e^{-2u}\), so the widths are \(ge^{-u}\) and \(ge^{u}\) with a common factor \(g\). The transmission at resonance is

\[
\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}
=\frac{4g^2}{(2g\cosh u)^2}=\mathrm{sech}^2u .
\]

Moving the trap by \(s\) towards the left changes one distance by \(-s\) and the other by \(+s\), so \(|u|=2\kappa s\). For \(s=0.5\) nm, \(|u|=2.286\) and \(\mathrm{sech}^2u=0.0405\). Maximising the transmission from site-by-site stepping over energy gives these peaks:

| \(s\) (nm) | \(\gamma_L\) (meV) | \(\gamma_R\) (meV) | peak \(T\) |
|---|---|---|---|
| 0 | 0.336 | 0.336 | 1.000 |
| 0.1 | 0.530 | 0.212 | 0.817 |
| 0.2 | 0.838 | 0.135 | 0.477 |
| 0.5 | 3.306 | 0.034 | 0.040 |

A displacement of 0.2 nm, two sites, already removes more than half of the peak.

**Q.** So the leakage current through the off-centre trap is 25 times smaller?

**A.** No, because the current depends on the area of the resonance. The current per spin is \((e/h)\int T(f_L-f_R)\,dE\), where \(f_\alpha\) are the contact occupations. Suppose that the bias window holds the whole narrow resonance, with left states filled and right states empty. Since \(\int dx/(x^2+\gamma^2/4)=2\pi/\gamma\) over all \(x\),

\[
\int T\,dE=\frac{2\pi\gamma_L\gamma_R}{\gamma},\qquad
I=\frac{e}{h}\,\frac{2\pi\gamma_L\gamma_R}{\gamma}
=\frac{e}{\hbar}\,\frac{\gamma_L\gamma_R}{\gamma_L+\gamma_R}.
\]

With the widths found above, which hold without an applied field, the central trap has \(\gamma_L\gamma_R/\gamma=0.168\) meV. One meV corresponds to \(e(1\ \mathrm{meV})/\hbar=243\) nA, so \(I=40.8\) nA per spin. At \(s=0.5\) nm the current is 8.2 nA. It falls by a factor of 5 while the peak falls by 25, because the resonance becomes 5 times wider. When one width is much smaller than the other, \(I\to e\gamma_{\min}/\hbar\): the slower step sets the current. Your picture of two successive steps thus survives in the current, as two waiting times added in series, \(e/I=\hbar/\gamma_L+\hbar/\gamma_R\).

**Q.** Would a defect in a working device show the unit peak?

**A.** Only if the assumptions hold for long enough. The pole of \(G\) at \(E_r-i\gamma/2\) means that the probability of finding an electron still in the resonant state, which includes its spread into the oxide, decays as \(e^{-\gamma\tau/\hbar}\) with time \(\tau\). For the central trap in our chain \(\hbar/\gamma\) is about 1 ps. The phase must survive much longer than that; a phase lifetime of only \(\hbar/\gamma\) would already broaden the line and lower its peak substantially. The contacts must also be cold. The unit peak belongs to a single energy, whereas the conductance at small bias averages \(T\) over a range of about \(k_BT\). At room temperature this is 26 meV, far more than the 0.67 meV width of the line, so the conductance peak is only about one per cent of \(e^2/h\) per spin. If the electron exchanges energy with lattice vibrations while trapped, the elastic formula no longer describes the whole current. Many defects in gate oxides relax strongly when they capture an electron, and for them phonon-assisted steps, not the elastic widths, usually set the rates at room temperature. If a first electron repels a second, the two spins are not independent, and doubling the current per spin is not justified. The numbers belong to a one-dimensional chain. In three dimensions the wave of a point defect also spreads sideways, and for the same mass, level and distances the widths of a central defect between flat contacts are about ten times smaller. The numbers also omit the bending of the barrier by the applied field, which changes \(\Gamma_L\) and \(\Gamma_R\) and hence the trap position at which they are equal. At room temperature the bias must be about 0.3 V to reach the saturated current. A uniform drop of 0.3 V across our oxide lowers the central peak to 0.89 and turns the 8.2 nA at \(s=0.5\) nm into about 14 nA or 5 nA, depending on polarity.

All numerical values are calculated from the stated model.
